# Why the zero-field barrier slope cannot tell rotation from a centred wall

Take a magnetic particle so small that all its spins turn together. Its volume is $V$, its magnetization $M_s$, its moment $m=M_sV$ and its uniaxial anisotropy $K$. It starts magnetized "up" along the easy axis, and a field $B=\mu_0H$ points "down", so positive $B$ favours reversal. With $\theta$ the angle from up, the energy is

$$E(\theta)=KV\sin^2\theta+mB\cos\theta .$$

The stationary directions satisfy

$$\frac{dE}{d\theta}=\sin\theta\,(2KV\cos\theta-mB)=0 .$$

The factor $\sin\theta$ vanishes at the starting state $\theta=0$, with energy $mB$, and at the reversed state $\theta=\pi$. The remaining solution is the top of the barrier, at $\cos\theta_s=mB/(2KV)=B/B_k$, where $B_k=2K/M_s$. Write $b=B/B_k$, so that $mB=2KVb$. The energy at the top is $KV(1-b^2)+2KVb^2=KV(1+b^2)$. Subtracting the starting energy $2KVb$ gives, for $|b|<1$,

$$E_b=KV(1-b)^2,\qquad \frac{dE_b}{dB}=-\frac{2KV}{B_k}(1-b)=-m(1-b).$$

At zero field the slope is $-m$. It is tempting to read this as a signature of coherent rotation: the whole moment appears, so the whole particle must have turned together. But at the top of the barrier the spins lie in the plane and have no moment along the easy axis. The slope has recorded a change of moment from $m$ to $0$, which many other configurations could supply.

## What the slope measures

Let $X$ stand for all the angles that specify a magnetization pattern, uniform or not, and let $M(X)$ be its total moment along up. Then

$$E(X,B)=E_{\rm int}(X)+B\,M(X),$$

where $E_{\rm int}$ contains exchange, anisotropy and dipolar energy. The barrier is the energy of a saddle minus that of the starting minimum. Either point $X_*(B)$ moves when the field changes, but its energy obeys

$$\frac{d}{dB}E(X_*(B),B)=\frac{\partial E}{\partial X}\cdot\frac{dX_*}{dB}+M(X_*)=M(X_*),$$

because $\partial E/\partial X=0$ at a stationary point. Hence, as long as the saddle shifts smoothly with field,

$$\frac{dE_b}{dB}=M_{\rm saddle}-M_{\rm start}.$$

A saturated start has $M_{\rm start}=m$. If edge spins are canted, the smaller starting moment takes its place.

It remains to find $M_{\rm saddle}$ at $B=0$. Reversing every spin leaves $E_{\rm int}$ unchanged and changes the sign of $M$. Suppose the layer is also unchanged by a half-turn about the easy axis, as a uniform disk is. Apply both operations to a uniform in-plane state: the reversal flips the spins, and the half-turn flips them back. Apply them to a straight wall through the centre: the reversal exchanges the up and down halves, and the half-turn puts them back. Each saddle is mapped onto itself. The half-turn does not alter $M$, whereas the reversal changes its sign, so $M_{\rm saddle}=-M_{\rm saddle}=0$.

Both routes therefore have slope $0-m=-m$. The quantity $-(dE_b/dB)/M_s$, called the activation volume, equals the full volume in both cases. Dipolar forces respect the same symmetry, so they can change the barrier height without changing this slope, provided that the symmetric state remains the saddle.

## A wall that can be solved

Consider a disk of radius $R$ and thickness $t$, crossed by a wall that is thin compared with $R$ and costs energy $\sigma$ per unit area. If the wall has length $\ell$ and the reversed region has area $a$, the moment has dropped by $2M_sta$. The energy above the starting state is

$$F=\sigma t\,\ell-2M_sBt\,a .$$

At zero field the longest straight wall is a diameter. Moving it sideways shortens it, so it sits at the top of the barrier, with $E_0=2\sigma tR$.

In a field the saddle wall is curved. Pushing an arc of radius $r$ outwards by a small distance $\eta$ lengthens each element $ds$ by $\eta\,ds/r$ and adds reversed area $\eta\,ds$. The energy is stationary when $\sigma/r=2M_sB$. The arc also meets the rim at right angles, since otherwise sliding its end along the rim would change its length to first order.

The centre of the disk, the centre of the arc and one end of the wall then form a right-angled triangle with legs $R$ and $r$. Define

$$u=\frac Rr=\frac{2M_sBR}{\sigma},\qquad \alpha=\arctan u .$$

The angle at the arc's centre is $\alpha$, and that at the disk's centre is $\pi/2-\alpha$. The wall length is $\ell=2r\alpha$. The reversed region is the overlap of two circles. The triangle and its mirror image form a kite of area $Rr$. The two circular sectors together fill this kite, and they cover the overlap twice. The overlap is therefore the sum of the two sectors minus one kite:

$$a=r^2\alpha+R^2\left(\frac{\pi}{2}-\alpha\right)-Rr .$$

Inserting both, with $2M_sB=\sigma/r$, gives

$$E_b=\sigma t\left[2r\alpha-r\alpha-\frac{R^2}{r}\left(\frac{\pi}{2}-\alpha\right)+R\right]
=\sigma tR\left[\frac{\alpha}{u}+1-u\left(\frac{\pi}{2}-\alpha\right)\right].$$

For small $u$, $\alpha=u-u^3/3+\dots$, so $\alpha/u=1-u^2/3$ and $u\alpha=u^2$ to second order. Therefore

$$E_b=\sigma tR\left[2-\frac{\pi u}{2}+\frac{2u^2}{3}+\dots\right].$$

The linear term is $-\sigma tR\,(\pi/2)(2M_sBR/\sigma)=-\pi R^2tM_sB=-mB$. The wall energy has cancelled: a stiffer wall raises the barrier but leaves its initial slope alone.

The next term does remember the route. A dimensionless measure of it, taken at $B=0$, is

$$C=\frac{E_0E_b''}{(E_b')^2},\qquad E_b\simeq E_0-mB+\frac{C\,m^2B^2}{2E_0}.$$

For coherent rotation, $E_0=KV$, $E_b'=-2KV/B_k$ and $E_b''=2KV/B_k^2$, so $C=1/2$. For the thin wall, the factors of $du/dB$ cancel and

$$C=\frac{2\times 4/3}{(\pi/2)^2}=\frac{32}{3\pi^2}\approx1.08 .$$

In these units the wall barrier bends about twice as strongly.

## Two disks in numbers

Take $M_s=1.0$ MA/m, $K=0.30$ MJ/m³, exchange stiffness $A=10$ pJ/m, $t=1.5$ nm and $T=300$ K. Here $K$ is an effective anisotropy that already includes the local demagnetizing energy. The wall-width parameter is $\delta=\sqrt{A/K}=5.8$ nm, the wall energy is $\sigma=4\sqrt{AK}=6.9$ mJ/m², and $B_k=600$ mT.

The saddles were found numerically by Newton iteration on a polar grid, with energy density $A|\nabla\theta|^2+K\sin^2\theta+M_sB\cos\theta$. This keeps the finite wall width but leaves out non-local dipolar fields, which matter most for the smaller disk and are discussed at the end. Slopes and curvatures are finite differences of the resulting barriers.

| Quantity | 20 nm disk | 50 nm disk |
|---|---|---|
| Saddle at $B=0$ | uniform | centred wall |
| $m$ (eV/T) | 2.94 | 18.38 |
| $E_0$ (eV) | 0.88 | 3.15 |
| $E_0/k_BT$ | 34 | 122 |
| Zero-field slope (eV/T) | −2.94 | −18.38 |
| $C$ | 0.50 | 0.97 |
| Slope at 50 mT, divided by $-m$ | 0.92 | 0.73 |

The larger disk would need 5.5 eV to rotate coherently, so the wall is the cheaper route. Its barrier lies slightly below the thin-wall value $2\sigma tR=3.24$ eV, and its $C$ lies below 1.08. At a radius of $12\delta$ the numerical $C$ rises to 1.07, nearer the thin-wall limit. In smaller disks the wall saddle merges continuously with the uniform one, at a radius of about $1.84\delta$. There $C$ falls continuously to 0.5 (it is 0.70 at $2.4\delta$), so close to the crossover it cannot tell the two routes apart.

The slopes at 50 mT differ because the saddles have acquired different moments. The coherent saddle has $M=mB/B_k$, or 8% of $m$; the wall saddle has 27%, because the field has moved the wall towards the rim.

An independent value of $B_k$ also separates the two cases. Coherent rotation requires $E_0=mB_k/2$. Reading the 50 nm disk that way gives $B_k=2\times3.147/18.383=0.342$ T, or 342 mT, against the true 600 mT. With only $E_0$ and the zero-field slope in hand, nothing would expose the error.

## When the saddle is off centre

The symmetry can fail. Let the anisotropy of the 50 nm disk vary across it as $K(1+0.2\,x/R+0.5\,x^2/R^2)$. The linear term pushes the saddle wall off centre, and the quadratic term keeps it from turning towards the $x$ direction. Spin reversal now maps this saddle onto a different one of equal energy. Numerically their moments are $\pm0.10\,m$, and their slopes are $-0.90\,m$ and $-1.10\,m$.

The lower of the two barriers is $E_0-mB-|M_{\rm saddle}||B|$ to first order. It has a kink at $B=0$ and no single slope there. Escape, however, uses both saddles. With equal prefactors, the sum of their rates is proportional to

$$e^{-(E_0-mB)/k_BT}\,2\cosh\!\left(\frac{|M_{\rm saddle}|B}{k_BT}\right).$$

The hyperbolic cosine is flat at $B=0$, so the logarithm of the total rate again has slope $m/k_BT$.

This recovery has a more general cause. Let $\Gamma(B)$ be the up-to-down rate, and let $Z(B)$ be the partition function of the up well. A half-turn of layer and field about an in-plane axis exchanges up with down and $B$ with $-B$. If the layer has this symmetry, as both disks here do, the down-to-up rate is $\Gamma(-B)$ and the down well has partition function $Z(-B)$. In equilibrium the two flows balance:

$$Z(B)\,\Gamma(B)=Z(-B)\,\Gamma(-B).$$

Thus $\ln Z+\ln\Gamma$ is even in $B$ and has zero slope at $B=0$. Since the energy contains $+BM$, $d\ln Z/dB=-\langle M\rangle/k_BT$, and so

$$\left.\frac{d\ln\Gamma}{dB}\right|_{0}=\frac{\langle M\rangle_{\rm up}}{k_BT}.$$

The right side is a property of the starting well and contains nothing about the route. The result needs two well-separated states in thermal equilibrium; a spin-polarized current would invalidate it.

Thermal tilting makes $\langle M\rangle$ slightly smaller than $m$. For the coherent disk with $\Delta=KV/k_BT$, the weight near $\cos\theta=1$ is $e^{-2\Delta(1-\cos\theta)}$, which gives $\langle M\rangle\approx m[1-1/(2\Delta)]$. At $\Delta=34$ this is $0.985\,m$. Numerical integration of the mean escape time of a diffusing moment gives the same figure.

## Beside a real device

The parameters are rough values for a perpendicular CoFeB free layer in a magnetic tunnel junction. A barrier of 34 $k_BT$ is low for long storage, while one of 122 $k_BT$ is far too high for reversal to be timed at zero field. The slope must then be extrapolated from larger fields, where the assumed law matters.

Real free layers also feel a stray field from neighbouring magnetic layers. If 10 mT remains uncompensated, the quadratic expansion changes the slope by $CmB/E_0$: 1.7% for the coherent disk and 5.6% for the wall disk. Dipolar energy beyond the local anisotropy was estimated for a fixed wall profile in the 50 nm disk. Coupling between the domains gives −0.24 eV, and the weaker demagnetizing field near the rim gives +0.21 eV. The magnetic charges of the in-plane spins inside the wall add about +0.12 eV if those spins point along the wall. The sum is about +3% of $E_0$.

The 20 nm disk is affected far more. If $K$ is the value for an extended film, the disk's weaker demagnetizing field raises the cost of uniform rotation from 0.88 to about 1.34 eV. The uniform in-plane state is then also unstable towards a wall-like pattern, so it is no longer the saddle. The 20 nm column therefore illustrates coherent rotation in the local model and does not predict the barrier of a real disk of that size. If the true saddle keeps the symmetry described above, the zero-field slope is still $-m$. Uneven edges or anisotropy break the symmetry itself, and in the lopsided example they shift the slope of each separate barrier by 10%.

A zero-field slope can therefore be used to measure the moment of the starting state. To identify the route, one needs the curvature, the slope at a known finite field, or $E_0$ together with a value of $B_k$ measured independently on the same disk. A curvature read from escape rates equals that of the barrier only if a single symmetric saddle carries the escape. In the lopsided example the hyperbolic cosine alone adds $-M_{\rm saddle}^2/k_BT\approx-135$ eV/T² to the zero-field curvature of $-k_BT\ln\Gamma$, which is larger in size than the $Cm^2/E_0\approx104$ eV/T² of the round wall disk.

All numerical values are calculated from the stated model.
